# Nuclear ordering temperature of copper: mean field and frustration

## Problem

Copper nuclei have spin $I=3/2$ and sit on an fcc lattice. They interact through their magnetic dipole fields and through the conduction electrons (the Ruderman-Kittel exchange). In zero field the nuclear spins order at a spin temperature of roughly 60 nK.

(a) Estimate both pair energies from the rough inputs $a=3.6$ Å, nuclear moment $2.3\,\mu_N$ and Knight shift $K=0.23\,\%$, with one free electron per atom.

(b) Find the mean-field ordering temperature.

(c) Explain how frustration changes it, and judge how firmly the estimate can be compared with the measured value.

## Conventions

The Hamiltonian is

$$H=-\tfrac12\sum_{i\ne j}\mathbf I_i\cdot \mathsf J_{ij}\cdot\mathbf I_j ,$$

with dimensionless spins, so a positive eigenvalue of $\mathsf J$ favours order. Energies divided by $k_B$ are quoted in nK. Wave vectors in round brackets are in units of $2\pi/a$. The two isotopes are replaced by one average nucleus with $\gamma\hbar=2.3\,\mu_N/I$.

## (a) The pair energies

**Dipolar part.** For two moments $\gamma\hbar\mathbf I$ a distance $r$ apart,

$$\mathsf J^{\rm dip}=\frac{\mu_0}{4\pi}\frac{(\gamma\hbar)^2}{r^3}\,(3\hat{\mathbf r}\hat{\mathbf r}-1).$$

At the nearest-neighbour distance $a/\sqrt2$ the prefactor is $d=26.3$ nK.

**Contact coupling.** An electron spin density $\mathbf s(\mathbf r)$ acts on a nucleus through $J_c\,\mathbf I\cdot\mathbf s$. The Knight shift fixes $J_c$. In a field $B$ along $z$ the electron energy is $g\mu_BBs_z$, so up and down spins shift by $\pm g\mu_BB/2$. With $D$ the density of states per volume for both spins, each spin species has $D/2$. The numbers change by $\mp(D/2)(g\mu_BB/2)$, and half their difference is

$$s_z=-\frac D4\,g\mu_BB .$$

By definition of $K$, the contact energy equals the nuclear energy in an extra field $KB$:

$$J_cI_zs_z=-\gamma\hbar KB\,I_z\quad\Rightarrow\quad J_c=\frac{4\gamma\hbar K}{g\mu_BD}.$$

With $g=2$ and $D=3n/(2E_F)=mk_F/(\pi^2\hbar^2)$, this gives $J_c=3.39\times10^{-53}$ J m³.

**Exchange through the electrons.** A nucleus at the origin is a point potential $V\delta(\mathbf r)$, with $V=\pm J_cI_z/2$ for the two electron spins. To first order a plane wave changes by $\delta\psi=VG_k(r)$, where the standing-wave Green function is

$$G_k(r)=-\frac{m}{2\pi\hbar^2}\frac{\cos kr}{r}.$$

Transitions between two occupied states cancel in the sum over electrons, so no exclusion factor is needed. The density change of one spin species is the sum of $2\,{\rm Re}\,\psi^*\delta\psi$ over the Fermi sphere. The angular average of $e^{-i\mathbf k\cdot\mathbf r}$ is $\sin kr/(kr)$, hence

$$\delta n=-\frac{Vm}{\pi\hbar^2r}\int_0^{k_F}\frac{k^2dk}{2\pi^2}\,\frac{\sin kr\cos kr}{kr}
=-\frac{Vm}{4\pi^3\hbar^2r^2}\int_0^{k_F}k\sin(2kr)\,dk .$$

Integration by parts gives $(\sin x-x\cos x)/(4r^2)$ for the last integral, with $x=2k_Fr$. The spin density is half the difference of the two species. Since their potentials differ by $J_cI_z$,

$$s_z=-J_cI_z\,\chi(r),\qquad \chi(r)=\frac{m}{32\pi^3\hbar^2r^4}(\sin x-x\cos x)=\frac D4\,\frac{2k_F^3}{\pi}\,\frac{\sin x-x\cos x}{x^4}.$$

The second form follows from the expression for $D$ and $r^4=x^4/(16k_F^4)$. A second nucleus in this spin density has energy $-J_c^2\chi(r)\,\mathbf I_i\cdot\mathbf I_j$, so $\mathsf J^{\rm RK}=J_c^2\chi(r)$ times the unit matrix. Its strength varies as $K^2/D$.

For nearest neighbours $x=6.945$. This is slightly above $2\pi$, where $x\cos x$ exceeds $\sin x$, so the coupling is antiferromagnetic: $\mathsf J^{\rm RK}=-A$ with $A=8.0$ nK. The second neighbours are coupled ferromagnetically with 3.6 nK, the third antiferromagnetically with 2.0 nK. (The program prints these shell values as $-\mathsf J^{\rm RK}$, like $A$, so there a positive number means antiferromagnetic coupling.)

## (b) Mean field

Replace the neighbours of spin $i$ by their averages. Its energy is then $-\mathbf I_i\cdot\mathbf b_i$ with $\mathbf b_i=\sum_j\mathsf J_{ij}\langle\mathbf I_j\rangle$. Near the transition $\mathbf b_i$ is small and the Boltzmann factor can be expanded to first order. The mean of $I_z^2$ over the $2I+1$ levels is $I(I+1)/3$, so

$$\langle\mathbf I_i\rangle=\frac{I(I+1)}{3k_BT}\sum_j\mathsf J_{ij}\langle\mathbf I_j\rangle .$$

A wave of wave vector $\mathbf q$ turns the sum into multiplication by the $3\times3$ matrix $\mathsf J(\mathbf q)=\sum_j\mathsf J_{ij}\cos\mathbf q\cdot(\mathbf r_i-\mathbf r_j)$. A nonzero solution first appears on cooling for its largest eigenvalue over all $\mathbf q$:

$$k_BT_{\rm MF}=\frac{I(I+1)}3\lambda_{\max}=1.25\,\lambda_{\max}.$$

**A case by hand.** In type-I order, $\mathbf q=(0,0,1)$, the spins are parallel within each $(001)$ plane and reversed in the next. Take them along $x$ and keep nearest neighbours:

- Four neighbours in the plane have $3\cos^2\theta-1=\tfrac12$ and sign $+$. They give $+2d$.
- Four neighbours in the $xz$ directions have the factor $\tfrac12$ and sign $-$. They give $-2d$.
- Four neighbours in the $yz$ directions have the factor $-1$ and sign $-$. They give $+4d$.

The exchange gives $-A(4-8)=+4A$. Therefore

$$\lambda_{\rm nn}=4(d+A)=4(26.34+7.97)=137\ {\rm nK}.$$

**The whole lattice.** The exchange sum is done over distant shells with a smooth cutoff. For type-I order the first three shells give $4(7.97)+6(3.55)+8(1.98)=69.0$ nK, and the sum with the cutoff used here, a damping factor $e^{-(r/5a)^4}$, is 70.9 nK. A longer cutoff lowers it slightly, to 70.0 nK. The factor 6 appears because all second neighbours are parallel; the factor 8 because 16 third neighbours are antiparallel and 8 parallel.

The dipolar sum falls off too slowly for direct summation near $\mathbf q=0$. Since $(3\hat{\mathbf r}\hat{\mathbf r}-1)/r^3$ is the matrix of second derivatives of $1/r$, write $1/r=[{\rm erfc}(\eta r)+{\rm erf}(\eta r)]/r$ and sum the smooth second part in reciprocal space. Its Fourier transform is $4\pi e^{-k^2/4\eta^2}/k^2$. In units with $a=1$ and site density $\rho=4$,

$$\mathsf D_{\alpha\beta}(\mathbf q)=\sum_{\mathbf r\ne0}\cos(\mathbf q\cdot\mathbf r)\,\partial_\alpha\partial_\beta\frac{{\rm erfc}(\eta r)}r-4\pi\rho\sum_{\mathbf G}\frac{k_\alpha k_\beta}{k^2}e^{-k^2/4\eta^2}+\frac{4\eta^3}{3\sqrt\pi}\delta_{\alpha\beta},$$

with $\mathbf k=\mathbf q+\mathbf G$. The last term removes the site $\mathbf r=0$, which the reciprocal sum includes: there ${\rm erf}(\eta r)/r=(2\eta/\sqrt\pi)(1-\eta^2r^2/3+\dots)$ has second derivative $-4\eta^3/(3\sqrt\pi)$. The result was tested to be independent of $\eta$.

One value follows without summation. Because $1/r$ has zero Laplacian away from the origin, $\mathsf D$ is traceless. As $\mathbf q\to0$ the $\mathbf G=0$ term tends to $-4\pi\rho\,\hat{\mathbf q}\hat{\mathbf q}$, with trace $-4\pi\rho$. The remaining terms are isotropic by cubic symmetry, so they equal $4\pi\rho/3$ times the unit matrix. For spins perpendicular to $\mathbf q$ this is the dipolar eigenvalue, 156 nK.

The two interactions pull apart:

| Order | Dipolar (nK) | Exchange (nK) | Sum (nK) |
|---|---:|---:|---:|
| Nearly uniform, transverse | 156.0 | −119.6 | 36.4 |
| Type I, transverse | 80.7 | 70.9 | 151.6 |

A search over the zone finds the largest eigenvalue, 152.7 nK, at $(0.232,1,1)$. Subtracting the reciprocal vector $(1,1,1)$ shows that this is equivalent to $(0.768,0,0)$ up to sign, on the line from the zone centre to a type-I point. The advantage over type-I order is 1.1 nK. With the exchange sum carried to convergence the two eigenvalues become 151.6 and 150.7 nK (and the uniform exchange entry −118.8 nK), so an advantage of 0.9 nK persists within this model. It is far smaller than the effect of the uncertain exchange strength, and therefore does not settle which order wins in copper. It barely affects the temperature:

$$T_{\rm MF}=1.25\times152.7\ {\rm nK}\approx191\ {\rm nK},$$

or $1.91\times10^{-7}$ K, about 3.2 times the measured value.

## (c) What frustration does

**It lowers the mean field itself.** Along a nearest-neighbour bond the coupling matrix has eigenvalue $2d-A=44.7$ nK; perpendicular to it, $-(d+A)=-34.3$ nK. Each pair would therefore prefer spins pointing along its own bond, head to tail. If all twelve bonds could have their best energy together, the eigenvalue would be $12(2d-A)=536$ nK and the mean-field temperature 670 nK. One spin cannot point along twelve bonds in six different directions. Type-I order obtains 137 nK from the same bonds. It is not the best they allow: with these bonds alone, a wave vector near $(0.64,0,0.64)$ reaches about 183 nK, still only a third of 536 nK. The 191 nK found above, which includes distant neighbours, has therefore already been reduced by frustration.

**It makes fluctuations costly to ignore.** Mean field follows one mode and neglects the thermal motion of all others. To include them at the simplest level, treat the spins as classical vectors and impose $\langle I_i^2\rangle=I(I+1)$ on average through a multiplier $\mu$. This is the spherical model. In normal modes the energy is $\frac12\sum_{\mathbf q,n}[\mu-\lambda_n(\mathbf q)]|\phi_n(\mathbf q)|^2$, and equipartition gives $\langle|\phi_n|^2\rangle=k_BT/(\mu-\lambda_n)$. The length condition per site is

$$I(I+1)=k_BT\Big\langle\sum_{n=1}^3\frac1{\mu-\lambda_n(\mathbf q)}\Big\rangle_{\mathbf q}.$$

On cooling, $\mu$ decreases until it reaches $\lambda_{\max}$, where the leading mode becomes unstable. Solving for $T$ there and dividing by $T_{\rm MF}$,

$$\frac{T_s}{T_{\rm MF}}=\frac1W,\qquad W=\Big\langle\frac13\sum_n\frac1{1-x_n}\Big\rangle_{\mathbf q},\qquad x_n=\frac{\lambda_n(\mathbf q)}{\lambda_{\max}} .$$

Now use the identity $1/(1-x)=1+x+x^2/(1-x)$. The average of $x$ over all modes vanishes, because it is proportional to the coupling of a spin to itself, which is absent. Hence

$$W=1+\Big\langle\frac{x^2}{1-x}\Big\rangle ,$$

the average now running over $\mathbf q$ and $n$. The correction to mean field is positive and is large when many modes have $x$ near 1. Those modes cost little energy, take up spin length, and leave less of it for the ordering mode.

**Two limiting cases.** Consider an fcc lattice with isotropic nearest-neighbour coupling of strength $A$. If it is ferromagnetic, all twelve bonds are satisfied, $\lambda_{\max}=12A$, and $1/W=0.744$. If the sign is reversed,

$$\lambda(\mathbf q)=-4A(c_xc_y+c_yc_z+c_zc_x),\qquad c_\alpha=\cos\pi q_\alpha .$$

The maximum is $4A$, so mean field already drops by a factor of 3. On the line $\mathbf q=(t,0,1)$ we have $c_y=1$, $c_z=-1$, and the bracket is $c_x-1-c_x=-1$ for every $t$. The maximum is thus shared by whole lines of wave vectors. At a general point of such a line the gap grows as the square of the distance $k$ from it, and the average contains $\int k\,dk/k^2$, which diverges logarithmically. Where the lines cross, at the type-I points, the gap is softer still, which strengthens the divergence. So $W=\infty$ and $T_s=0$. On successively finer meshes the computed $W$ is 4.0, 5.7 and 7.6, still growing. Changing the sign alone, on the same lattice, removes the transition in this model.

**Copper lies between them.** The dipolar and more distant exchange couplings lift the line degeneracy, and $W$ is finite. Near an isolated maximum the gap is quadratic in all three directions, and evaluating $W$ at a small relative gap $\varepsilon$ above $\lambda_{\max}$ changes it by an amount proportional to $\sqrt\varepsilon$. Extrapolation to $\varepsilon=0$ gives

$$\frac{T_s}{T_{\rm MF}}\approx0.31,\qquad T_s\approx59\ {\rm nK}.$$

These values belong to the exchange cutoff chosen in (b). Carrying the exchange sum further out changes mean field by less than 1 % but lowers $T_s$ to about 53 nK, because $W$ is sensitive to small shifts among modes close to the maximum.

A spectrum like that of the ferromagnet would have given $0.744\times191\approx142$ nK. The further drop comes from the shape of copper's spectrum. A rough measure of it is $\lambda_{\max}^2/\langle\lambda^2\rangle$. For the nearest-neighbour ferromagnet this is $(12A)^2/(12A^2)=12$, the number of neighbours; for copper it is 1.1. The ordering mode hardly stands out from the typical size of the eigenvalues. This number also counts strongly unfavourable modes, which the factor $1/(1-x)$ suppresses, so $W$ is the proper measure. The frustration it expresses is not due to fcc geometry alone: the bond count above shows that the directional dipolar force is itself frustrated.

**A check without the spherical approximation.** A heat-bath simulation used 216 classical spins of fixed length $\sqrt{I(I+1)}$ with the same couplings. It followed the squared type-I amplitude, summed over the three cubic axes and equal to 1 for perfect order. From an ordered start, this falls from 0.50 at 48 nK to 0.20 at 57 nK, its steepest loss on a temperature grid of 9.5 nK. From a random start it reaches 0.51 at 48 nK, so the order also forms by itself there. At 57 nK the random start still gives 0.34, more than the ordered start, and it falls to 0.12 at 67 nK. The two runs have therefore not converged to a common average at 57 nK. Above about 67 nK both starts give small values.

The random start shows almost no type-I order at 29 and 38 nK, although it does at 19 and 48 nK. Trapping in a competing arrangement during the 330 measured sweeps is a plausible cause, but it was not examined. The block also cannot hold the wave vector $(0.768,0,0)$; its best allowed eigenvalue is the type-I value. The simulation thus supports a loss of type-I order somewhere between about 48 and 67 nK for this small classical system, and not a sharp transition temperature.

## How firm is 60 nK?

The agreement between 59 nK and the measured value is closer than the estimate deserves. The exchange strength rests on free electrons and a rough Knight shift. Halving or doubling it gives:

| Exchange strength | Mean field (nK) | Spherical model (nK) | Leading wave vector |
|---|---:|---:|---|
| × ½ | 163 | 19 | (0, 0.52, 0.52) |
| × 1 | 191 | 59 | (0.77, 0, 0) |
| × 2 | 278 | 145 | (0, 0, 1) |

Since the exchange varies as $K^2$, a factor of 2 corresponds to a change of $K$ by $\sqrt2$ at fixed $D$. Mean field changes moderately, while the spherical temperature changes more than sevenfold across the table. The reason can be read from $W=T_{\rm MF}/T_s$, which is about 8.5, 3.2 and 1.9 in the three rows. With weak exchange the leading mode has many close competitors; with strong exchange type-I order stands clear of them. The mesh and extrapolation were tested only for the middle row, to 4 % and 8 %. The table uses the exchange cutoff of (b). With the exchange sum converged the three spherical temperatures become about 25, 53 and 138 nK, still more than a fivefold range, and the leading wave vector of the first row moves to about (0, 0.55, 0.55). The first row, where $W$ is largest, changes most in proportion and is the least secure entry.

The exchange estimated here is in fact weaker than that of real copper. Its ratio $R$, the uniform exchange sum divided by $\mu_0n(\gamma\hbar)^2$, is about −0.25, while nuclear resonance measurements give about −0.42. Scaling the free-electron exchange to that value (a factor 1.66, converged sum) makes type-I order lead, with mean field at 246 nK and the spherical model at 110 nK, nearly twice the measured value. The close match of the middle row therefore depends on the rough inputs.

Two further approximations matter. The spherical model and the simulation treat $I=3/2$ as a classical vector and omit quantum fluctuations. The spherical model also fixes the spin length on average and locates an instability of the disordered state, so it would miss a discontinuous transition occurring at a higher temperature.

What survives these uncertainties is the mechanism. The bonds alone set a scale of several hundred nK, their incompatibility, together with the distant couplings, brings mean field down to about 190 nK, and fluctuations among closely competing modes bring the ordering temperature down to some tens of nK for the exchange estimated here. The measured 60 nK lies in that range, but it is not predicted to better than a factor of two or three. The numerical output lists the main values for the exchange cutoff of (b).

## Computed results

```
input lattice constant (rough): 3.6 angstrom
input nuclear moment (rough): 2.3 nuclear magnetons
input Knight shift (rough): 0.23 percent
Fermi wave number: 1.364 per angstrom
Fermi energy: 7.09 eV
density of states: 0.212 per eV per atom
contact coupling J_c: 3.393e-53 J m^3
2 k_F r at nearest neighbours: 6.945
nearest-neighbour dipolar energy d: 26.34 nK
nearest-neighbour exchange A: 7.97 nK
second-neighbour exchange: -3.55 nK
third-neighbour exchange: 1.98 nK
uniform dipolar eigenvalue: 156.0 nK
uniform exchange eigenvalue: -119.6 nK
exchange ratio R: -0.256
type-I transverse dipolar part: 80.7 nK
type-I exchange part: 70.9 nK
type-I eigenvalue: 151.6 nK
largest eigenvalue: 152.7 nK
its wave vector (2 pi/a): [0.232 1.    1.   ]
12 satisfied bonds, nearest only: 536.4 nK
type-I order, nearest only: 137.2 nK
mean-field T if 12 bonds satisfied: 670 nK
mean-field T, full couplings: 190.8 nK
mean-field T, type-I order: 189.5 nK
spherical-model T, full couplings: 59.1 nK
same, extrapolated from larger gaps: 59.1 nK
spherical/mean-field ratio, copper: 0.310
same ratio, fcc ferromagnet: 0.744
effective neighbours, copper: 1.11
fcc antiferromagnet integral, mesh 8,16,32: [4.023 5.68  7.631]
exchange x 0.5: MF 162.6 nK, spherical 19.2 nK, q [0.   0.52 0.52]
exchange x 2.0: MF 278.1 nK, spherical 145.4 nK, q [0. 0. 1.]
simulation: 216 spins, 330 measured sweeps
largest eigenvalue allowed in block: 151.6 nK, q [1. 0. 0.]
hot energy/spin: -28.96 nK; expansion: -28.19 nK
T (nK), squared type-I order from ordered, from random start:
19.1  0.810  0.670
28.6  0.715  0.022
38.2  0.642  0.050
47.7  0.499  0.511
57.3  0.197  0.342
66.8  0.103  0.117
76.3  0.089  0.072
85.9  0.062  0.057
95.4  0.048  0.052
105.0  0.042  0.037
114.5  0.040  0.040
124.0  0.032  0.032
133.6  0.029  0.030
143.1  0.028  0.029
152.7  0.026  0.027
steepest loss of order: 52.5 nK
temperature grid spacing: 9.5 nK
measured ordering temperature (rough input): 60 nK
mean field / measured: 3.18
spherical / measured: 0.99
```
